# Spin-Spin Zero-Field Splitting from a Kohn-Sham Determinant

A spin defect with total spin $S\ge 1$ and an orbitally nondegenerate ground state has $2S+1$ spin states, which the magnetic dipole coupling between its electrons can split at zero field if the symmetry is low enough. This problem finds the splitting from Kohn-Sham orbitals, first for an isolated defect and then for a periodic supercell.

An electron has moment $-g\mu_B\mathbf s$, with $\mathbf s$ in units of $\hbar$. The dipole coupling is

$$H=C\sum_{i<j}\sum_{ab}T_{ab}(\mathbf r_i-\mathbf r_j)\,s_{ia}s_{jb},\qquad T_{ab}(\mathbf r)=\frac{r^2\delta_{ab}-3r_ar_b}{r^5},$$

with $C=\mu_0g^2\mu_B^2/4\pi$. In atomic units $\mu_B=1/2$ and $\mu_0/4\pi=\alpha^2$, so $C=\alpha^2g^2/4$. The magnetic contact term, proportional to $\delta(\mathbf r_i-\mathbf r_j)\,\mathbf s_i\cdot\mathbf s_j$, is a spin scalar: it shifts a multiplet without splitting it and is omitted. The spin-orbit contribution to the splitting is a separate effect, not treated here.

## (a) The effective spin Hamiltonian

**Show that, to first order, $H$ acts in a pure-spin multiplet as $\sum_{ab}D_{ab}S_aS_b$ with a symmetric, traceless $D$. Relate $D$ to the energy of the state whose spin points along a unit vector $\mathbf n$.**

*Solution.* $T_{ab}$ is symmetric and traceless, so it selects the symmetric, traceless part of $s_{ia}s_{jb}$, a rank-2 tensor in spin space. By the Wigner-Eckart theorem, all such operators have proportional matrix elements within one multiplet. They can be replaced there by multiples of

$$\tfrac12(S_aS_b+S_bS_a)-\tfrac13\delta_{ab}S(S+1).$$

Contracting with a traceless tensor removes the last term, which leaves $H_{\rm eff}=\sum_{ab}D_{ab}S_aS_b$.

Take axes 1, 2, 3 with axis 3 along $\mathbf n$, and the state with $S_3=S$. Then $\langle S_3^2\rangle=S^2$. The other two squares share the rest of $S(S+1)$ equally:

$$\langle S_1^2\rangle=\langle S_2^2\rangle=\tfrac12[S(S+1)-S^2]=\tfrac12S.$$

The symmetrized mixed products change $M$ by one or two units and average to zero. With $D_{11}+D_{22}=-D_{33}$,

$$E(\mathbf n)=S^2D_{33}+\tfrac S2(D_{11}+D_{22})=\tfrac12S(2S-1)\,\mathbf n\cdot D\cdot\mathbf n .\tag{1}$$

Knowing $E(\mathbf n)$ for every direction fixes the symmetric tensor $D$. The factor $2S-1$ vanishes for $S=1/2$, which has no splitting of this kind.

## (b) The spin pair density of the determinant

**Evaluate $\langle H\rangle$ for a determinant of $N_\uparrow$ spin-up and $N_\downarrow$ spin-down orbitals, quantized along $\mathbf n$, with $S=(N_\uparrow-N_\downarrow)/2$. Include exchange between antiparallel electrons.**

*Solution.* Using the Kohn-Sham determinant as the wavefunction is an approximation: Kohn-Sham theory aims at the spin densities, not at the pair density needed here. Define

$$\rho_\sigma(1,2)=\sum_{p\in\sigma}\varphi_p(\mathbf r_1)\varphi_p^*(\mathbf r_2),\qquad \rho_s=\rho_\uparrow-\rho_\downarrow,\qquad m(\mathbf r)=\rho_s(\mathbf r,\mathbf r).$$

Let $\Gamma_{ab}(1,2)$ be the expectation value of $\sum_{i\ne j}s_{ia}s_{jb}\,\delta(\mathbf r_1-\mathbf r_i)\delta(\mathbf r_2-\mathbf r_j)$. The Slater-Condon rule for a two-electron operator gives a direct and an exchange term:

$$\Gamma_{ab}=\sum_{pq}\Big[\langle p|s_a|p\rangle\langle q|s_b|q\rangle|\varphi_p(1)|^2|\varphi_q(2)|^2-\langle p|s_a|q\rangle\langle q|s_b|p\rangle\,\varphi_p^*(1)\varphi_q(1)\varphi_q^*(2)\varphi_p(2)\Big].$$

The bra-kets contain spin functions only. Put $z$ along $\mathbf n$.

For $ab=zz$, $s_z$ is diagonal with values $\pm\frac12$, so exchange needs parallel spins:

$$\Gamma_{zz}=\tfrac14\big[m(1)m(2)-|\rho_\uparrow|^2-|\rho_\downarrow|^2\big].$$

For $ab=xx$ the direct term vanishes, because $s_x$ has no diagonal element. Exchange now needs antiparallel spins. The spin factor is $\frac12\cdot\frac12=\frac14$, and the two assignments (up, down) and (down, up) give complex-conjugate spatial factors:

$$\Gamma_{xx}=-\tfrac14\big(\rho_\uparrow^*\rho_\downarrow+\rho_\downarrow^*\rho_\uparrow\big)=-\tfrac12{\rm Re}\,(\rho_\uparrow\rho_\downarrow^*).$$

For $yy$ the factor is $(-\frac i2)(\frac i2)=\frac14$, so $\Gamma_{yy}=\Gamma_{xx}$. For $xy$ the factors are $\pm\frac i4$, with opposite signs for $yx$; hence $\Gamma_{xy}+\Gamma_{yx}=0$, and the symmetric $T_{xy}$ picks up nothing. Components with one index $z$ vanish, since $s_z$ conserves the spin direction and $s_x,s_y$ reverse it.

Using $T_{xx}+T_{yy}=-T_{zz}$,

$$\sum_{ab}T_{ab}\Gamma_{ab}=T_{zz}(\Gamma_{zz}-\Gamma_{xx})=\tfrac14T_{zz}\big[m(1)m(2)-|\rho_\uparrow|^2-|\rho_\downarrow|^2+2{\rm Re}(\rho_\uparrow\rho_\downarrow^*)\big].$$

The last three terms combine to $-|\rho_s|^2$. Since $\Gamma$ counts each pair twice,

$$\langle H\rangle=\frac C8\iint T_{nn}(\mathbf r_1-\mathbf r_2)\,f(1,2),\qquad f=m(1)m(2)-|\rho_s(1,2)|^2 .\tag{2}$$

The positive cross term comes from the flip-flop part of the coupling, $s_{ix}s_{jx}+s_{iy}s_{jy}$, which exchanges the spins of an antiparallel pair.

## (c) The tensor, its pair form and its conditions

**Obtain $D_{ab}$ and write it as a sum over pairs of spin orbitals. Examine closed shells, short distances and spin contamination.**

*Solution.* Without spin-orbit coupling the spatial orbitals do not depend on $\mathbf n$, and neither does $f$. Equating (1) and (2) for all $\mathbf n$ gives

$$\boxed{D_{ab}=\frac{C}{4S(2S-1)}\iint T_{ab}(\mathbf r_1-\mathbf r_2)\big[m(1)m(2)-|\rho_s(1,2)|^2\big]}\tag{3}$$

For the pair form, let $\sigma_i=\pm1$ be the spin sign of orbital $i$ and $\chi_{ij}=\sigma_i\sigma_j$. Insert $m=\sum_i\sigma_i|\varphi_i|^2$ and $\rho_s=\sum_i\sigma_i\varphi_i(1)\varphi_i^*(2)$. Terms with $i=j$ cancel between direct and exchange parts, and each remaining pair occurs twice:

$$D_{ab}=\frac{C}{2S(2S-1)}\sum_{i<j}\chi_{ij}\,(J_{ij}-K_{ij})_{ab},\tag{4}$$

$$J_{ij}=\iint T\,|\varphi_i(1)|^2|\varphi_j(2)|^2,\qquad K_{ij}=\iint T\,\varphi_i(1)\varphi_j^*(1)\varphi_i^*(2)\varphi_j(2).$$

*Closed shells.* If up and down electrons occupy identical orbitals, these cancel in $\rho_s$ and drop out of (3). This needs the flip-flop exchange.

*Short distances.* Because $\rho_s(\mathbf r,\mathbf r)=m(\mathbf r)$, $f$ vanishes at coincidence. It is also symmetric under exchange of its arguments, so for smooth orbitals it starts as $r^2$ in the separation, and the $r^{-3}$ kernel causes no divergence. The direct and exchange parts alone do not vanish there; each is defined by integrating over angles first, as a spherical principal value.

*Spin purity.* Integrating $f$ gives

$$\iint f=(N_\uparrow-N_\downarrow)^2-\Big(N_\uparrow+N_\downarrow-2\sum_{u\in\uparrow,\,d\in\downarrow}|\langle u|d\rangle|^2\Big).$$

In a pure-spin determinant with $M=S$ the down orbitals lie in the space of the up orbitals. The overlap sum is then $N_\downarrow$, and $\iint f=4S^2-2S=2S(2S-1)$. Otherwise, use $\mathbf S^2=S_-S_++M(M+1)$. The operator $S_+$ turns a down electron up, and the Pauli principle removes the part already occupied, so

$$\langle \mathbf S^2\rangle=S(S+1)+N_\downarrow-\sum_{u,d}|\langle u|d\rangle|^2 .$$

Equation (2) still holds for such a determinant, but (1) assumed one multiplet. Equation (3) is then a convention whose value mixes in other multiplets.

## (d) The reciprocal-space form

**Transform $T_{ab}$ and derive the sum for a supercell of volume $\Omega$ with orbitals at the $\Gamma$ point. What happens at $\mathbf G=0$?**

*Solution.* Away from the origin, $\partial_a\partial_b(1/r)=(3r_ar_b-r^2\delta_{ab})/r^5=-T_{ab}$. At the origin, $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, which isotropy divides equally among the three diagonal components. With $T_{ab}$ as a principal value,

$$T_{ab}=-\partial_a\partial_b\frac1r-\frac{4\pi}{3}\delta_{ab}\delta(\mathbf r).$$

The transform of $1/r$ is $4\pi/G^2$, and each derivative becomes $iG_a$. Therefore

$$\tilde T_{ab}(\mathbf G)=4\pi\Big(\frac{G_aG_b}{G^2}-\frac{\delta_{ab}}3\Big).$$

In the cell, replace $T$ by $\Omega^{-1}\sum_{\mathbf G\ne0}\tilde T(\mathbf G)e^{i\mathbf G\cdot(\mathbf r_1-\mathbf r_2)}$ and define

$$m(\mathbf G)=\int_\Omega m\,e^{-i\mathbf G\cdot\mathbf r},\qquad \rho_{ij}(\mathbf G)=\int_\Omega\varphi_i^*\varphi_j\,e^{-i\mathbf G\cdot\mathbf r}.$$

The direct integral gives $m(-\mathbf G)m(\mathbf G)=|m(\mathbf G)|^2$, since $m(\mathbf r)$ is real. In the exchange integral, the $\mathbf r_2$ factor is $\int\varphi_i^*\varphi_je^{-i\mathbf G\cdot\mathbf r}=\rho_{ij}(\mathbf G)$ and the $\mathbf r_1$ factor is its complex conjugate. The result is

$$\boxed{D_{ab}^{\rm cell}=\frac{C}{4S(2S-1)}\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}\Big(\frac{G_aG_b}{G^2}-\frac{\delta_{ab}}3\Big)\Big[|m(\mathbf G)|^2-\sum_{ij}\chi_{ij}|\rho_{ij}(\mathbf G)|^2\Big]}\tag{5}$$

where $i,j$ run independently over all occupied spin orbitals, including antiparallel pairs.

As $\mathbf G\to0$ the bracket tends to $\iint f$, which is $2S(2S-1)$ for pure spin, while the kernel depends on the direction of approach. This reflects the shape dependence of a dipole lattice sum. Averaging over directions gives zero, so omitting $\mathbf G=0$ chooses the direction-averaged boundary condition.

A low-symmetry three-lobe centre in a 16 Å cubic cell tests (5), including off-diagonal elements. It is the spin-polarized model of part (f), with the lobes moved to $(1.2,0.3,-0.4)$, $(-0.9,1.1,0.5)$ and $(-0.5,-1.2,0.7)$ Å and the spin-up orbitals orthonormalized. Its isolated $xy$ integral $\iint T_{xy}f$ is $0.015994$ Å$^{-3}$, and the cell gives $0.015991$ Å$^{-3}$. The next part derives the leading term of such differences in a cubic cell.

## (e) The error of a cubic cell

**For fixed, well-localized orbitals in a cubic cell of edge $L$, find the leading difference between (5) and (3).**

*Solution.* Let $W(\mathbf r)=(4\pi/L^3)\sum_{\mathbf G\ne0}e^{i\mathbf G\cdot\mathbf r}/G^2$, the potential of a lattice of unit charges with a neutralizing background. Near the origin $W-1/r$ is smooth and has Laplacian $4\pi/L^3$. The term $2\pi r^2/3L^3$ supplies this Laplacian; what remains is harmonic and has cubic symmetry. After the constant, the first allowed harmonic has degree four:

$$W-\frac1r=\text{const}+\frac{2\pi r^2}{3L^3}+\frac{c_4}{L^5}h_4+O\!\Big(\frac{r^6}{L^7}\Big),\qquad h_4=x^4+y^4+z^4-\tfrac35r^4 .$$

The periodic kernel is $-\partial_a\partial_bW-\frac{4\pi}3\delta_{ab}\big[\sum_{\mathbf R}\delta(\mathbf r-L\mathbf R)-L^{-3}\big]$, where $-L^{-3}$ comes from the missing $\mathbf G=0$ term. The quadratic term contributes $-4\pi\delta_{ab}/3L^3$, and the missing term contributes $+4\pi\delta_{ab}/3L^3$. They cancel, leaving

$$\Delta D_{ab}=-\frac{C}{4S(2S-1)}\frac{c_4}{L^5}\iint f\,\partial_a\partial_bh_4 .\tag{6}$$

To find $c_4$, expand $\sum_{\mathbf R\neq0}1/|\mathbf r-L\mathbf R|$ to fourth degree with $\mathbf r$ along $z$. This gives $(r^4/L^5)\sum_{\mathbf R}P_4(\cos\theta_{\mathbf R})/R^5$, while $h_4=\frac25r^4$ there. The lattice sum is $3.108$, so $c_4=\frac52\times3.108=7.77$. For the $zz$ element,

$$\partial_z^2h_4=12z^2-\tfrac35(4r^2+8z^2)=\tfrac{12}5(3z^2-r^2).$$

In a non-cubic cell, symmetry need not remove a constant traceless image tensor. Multiplied by $\iint f$, it can give an error that falls as slowly as $1/\Omega$ when the cell is enlarged at fixed shape.

Equation (6) covers the images of the dipole coupling alone. In a self-consistent calculation the orbitals also change with cell size. For the low-symmetry centre of part (d), the largest leading image term in $\iint T_{ab}f$ is $1.4\times10^{-4}$ Å$^{-3}$, and the largest residual after it is $1.3\times10^{-6}$ Å$^{-3}$. In the $xy$ element the leading term is so small that the higher orders exceed it.

## (f) A triplet with three lobes

**Three Gaussian lobes sit 1.5 Å from a threefold axis $z$, at the corners of a triangle. Two parallel electrons occupy $e_x\propto2c_1-c_2-c_3$ and $e_y\propto c_2-c_3$, above an $a_1\propto c_1+c_2+c_3$ orbital with one electron of each spin. Find the splitting, first with identical $a_1$ orbitals and then with a spin-polarized shell.**

*Solution.* The lobes are $s$ Gaussians of exponent 1.0 Å$^{-2}$. These are model parameters, not those of a material.

*Integrals.* A product of two $s$ Gaussians is again a Gaussian. For two normalized product Gaussians of exponents $p$ and $q$ at separation $\mathbf R$, the coordinate $\mathbf r_1-\mathbf r_2$ has a Gaussian distribution centred at $\mathbf R$ with exponent $\eta=pq/(p+q)$. The average of $1/r$ is $F(R)={\rm erf}(\sqrt\eta R)/R$. By part (d), the average of $T_{ab}$ is minus the traceless part of $\partial_a\partial_bF$:

$$\bar T_{ab}=\tfrac13\Big(F''-\frac{F'}R\Big)\Big(\delta_{ab}-\frac{3R_aR_b}{R^2}\Big).$$

Write $x=\sqrt\eta R$, $u={\rm erf}\,x$ and $v=u'=2e^{-x^2}/\sqrt\pi$, so that $v'=-2xv$. Differentiating $u/x$ with respect to $x$ gives

$$\Big(\frac ux\Big)'=\frac vx-\frac u{x^2},\qquad \Big(\frac ux\Big)''=-2v-\frac{2v}{x^2}+\frac{2u}{x^3}.$$

Subtracting the first divided by $x$ from the second, and restoring the factor $\eta^{3/2}$,

$$F''-\frac{F'}R=\frac3{R^3}\Big[{\rm erf}\,x-\frac{2}{\sqrt\pi}e^{-x^2}\Big(x+\frac{2x^3}3\Big)\Big].$$

Thus $\bar T_{ab}=T_{ab}(\mathbf R)$ times the bracket, which tends to 1 for distant lobes and vanishes as $x^5$ at small $x$. All integrals in (3) are sums of such terms.

*Point-dipole limit.* For narrow lobes the normalized orbitals are $e_x=(2c_1-c_2-c_3)/\sqrt6$ and $e_y=(c_2-c_3)/\sqrt2$. Their antisymmetrized product contains the lobe pairs 12, 13 and 23 with amplitudes $1/\sqrt3,-1/\sqrt3,1/\sqrt3$, so the electrons are never on the same lobe. Each pair has separation $d=1.5\sqrt3=2.598$ Å perpendicular to $z$, where $T_{zz}=1/d^3$. Equation (4) with $S=1$ gives $D_{zz}=C/2d^3$.

Threefold symmetry requires $D_{xx}=D_{yy}=-\frac12D_{zz}$, so $H_{\rm eff}=D[S_z^2-S(S+1)/3]$ with $D=\frac32D_{zz}$. Hence

$$D_{\rm point}=\frac{3C}{4d^3}=\frac{0.75\times2.152\times10^{-4}\ {\rm eV\,Å^3}}{17.54\ {\rm Å^3}}=9.20\times10^{-6}\ {\rm eV}.$$

The sign is positive because moments aligned along $z$ and placed side by side repel, which raises $M=\pm1$ above $M=0$.

*Finite lobes.* The direct and exchange parts of (3) for the $e$ pair, each including the $i=j$ terms that cancel between them (so they are not the $J$ and $K$ of (4)), give

$$D=(9.73-0.95)\times10^{-6}=8.78\times10^{-6}\ {\rm eV}\quad(2.12\ {\rm GHz}),$$

which is 5% below the point-dipole value. The identical $a_1$ shell leaves this unchanged, as part (c) requires. If flip-flop exchange is omitted, the same shell lowers the result to $6.08\times10^{-6}$ eV, an error of 31% relative to $8.78\times10^{-6}$ eV.

*Spin-polarized shell.* Now mix compact Gaussians of exponent 2.5 Å$^{-2}$ into the down $a_1$ orbital, with coefficient 0.20 relative to the diffuse ones, every Gaussian being normalized. In units of $10^{-6}$ eV, the pair contributions from (4) are:

- $e_x$ with $e_y$: $8.78$
- $a_1$ up with both $e$ orbitals: $18.31$
- $a_1$ down with both $e$ orbitals: $-17.87$
- $a_1$ up with $a_1$ down: $-0.08$

They add to $D=9.14\times10^{-6}$ eV, or 2.21 GHz. Two large terms nearly cancel, so a small difference between the up and down orbitals leaves a visible shift of $0.36\times10^{-6}$ eV.

The determinant now has $\langle\mathbf S^2\rangle=2.0079$ instead of 2. Its contamination is a quintet, with $\mathbf S^2=6$ and weight $w=0.0079/(6-2)=0.0020$. Projecting onto the triplet gives $D=8.89\times10^{-6}$ eV, so the unprojected value is 2.8% higher. About 70% of the polarization shift disappears on projection.

The error in $D$ need not be as small as the weight of 0.2%. $H$, of rank 2 in spin, can couple triplet to quintet, and that cross term scales with the amplitude $\sqrt w=0.044$, not with $w$. The calculation does not separate it from the terms of order $w$.

*Cell size.* For the polarized model, (5) overestimates $D$ by $2.0\times10^{-7}$ eV at $L=10$ Å, or 2.2% of the isolated value, and by $6.35\times10^{-9}$ eV, or 0.07%, at 20 Å. Between 15 and 20 Å the error falls with exponent 4.99.

The size of the error follows from (6). For narrow lobes $\iint f(3z^2-r^2)=-2d^2=-13.5$ Å$^2$, and at 20 Å

$$\Delta D=\frac32\cdot\frac C4\cdot\frac{7.77}{L^5}\cdot\frac{12}5\cdot13.5\ {\rm Å^2}\approx6.3\times10^{-9}\ {\rm eV}.$$

With the actual orbitals of the polarized model, (6) gives $6.38\times10^{-9}$ eV.

At this cell size the image error is far smaller than the effect of spin contamination. Enlarging the cell further would not remove the latter. The numerical output lists the remaining cell sizes and the comparison with explicit many-electron spin states for $S=1$ and $S=3/2$.

## Computed results

```
Coupling constant C: 2.15224e-04 eV A^3
Smeared kernel zz, quadrature: -0.21841401 A^-3
Smeared kernel zz, closed form: -0.21841401 A^-3
  at exponent 0.8 A^-2 and distance 1.7 A
Spin-matrix deviation, S=1: 2.5e-20 eV
Spin-matrix deviation, S=3/2: 9.5e-21 eV
Low-symmetry centre, cubic cell edge: 16.0 A
  largest |integral|, isolated: 0.092960 A^-3
  xy integral, isolated: 0.015994 A^-3
  xy integral, cell: 0.015991 A^-3
  largest leading image term: 1.38e-04 A^-3
  largest residual after it: 1.30e-06 A^-3
Triangle model
  lobe distance from axis: 1.50 A
  lobe-lobe distance: 2.5981 A
  diffuse exponent: 1.00 A^-2
  compact exponent: 2.50 A^-2
  compact admixture in a1(down): 0.20 (no unit)
D point-dipole estimate: 9.2044e-06 eV
D direct part, e pair: 9.7306e-06 eV
D exchange part, e pair: -9.5002e-07 eV
D total, e pair: 8.7805e-06 eV = 2.1231 GHz
D with identical a1 shell: 8.7805e-06 eV
D same, flip-flop exchange omitted: 6.0755e-06 eV
D polarized: 9.1405e-06 eV = 2.2102 GHz
  D_zz polarized: 6.0937e-06 eV
  D_xx polarized: -3.0468e-06 eV
  pair e_x,e_y: 8.7805e-06 eV
  pairs a1(up) with e: 1.8312e-05 eV
  pairs a1(down) with e: -1.7873e-05 eV
  pair a1(up),a1(down): -7.9103e-08 eV
<S^2> of polarized determinant: 2.007896 (hbar^2)
D of spin-projected triplet: 8.8876e-06 eV
Contact density, direct part: 0.22079 A^-3
Contact density, with exchange: 7.8e-18 A^-3
Lattice sum of P4/R^5: 3.10822 (no unit)
Lattice coefficient c4: 7.77056 (no unit)
Cell 10 A: D 9.3428e-06, error 2.022e-07, L^-5 term 2.042e-07 eV
Cell 12 A: D 9.2218e-06, error 8.128e-08, L^-5 term 8.207e-08 eV
Cell 15 A: D 9.1672e-06, error 2.668e-08, L^-5 term 2.689e-08 eV
Cell 20 A: D 9.1469e-06, error 6.350e-09, L^-5 term 6.381e-09 eV
Error exponent, 15 to 20 A: 4.991 (no unit)
```
